# Oxygen-mediated s-s hopping and the cosine of the bridge angle

Suppose that two metal atoms share one oxygen, that the metal-oxygen-metal angle is $90^\circ$, and that an electron passes between the metal s orbitals through a single oxygen p orbital. The answer then depends on which orbital was kept. With a coupling of 2 eV and an energy gap of 6 eV, a p orbital along the bisector of the angle gives a hopping of $+0.333$ eV. The p orbital in the same plane but across the bisector gives $-0.333$ eV, and the one perpendicular to the plane gives zero. A physical hopping cannot depend on how the axes of the oxygen were drawn. Summing over all three orbitals removes the dependence: the two finite terms cancel at $90^\circ$, and at a general angle $\theta$ the sum is proportional to $\cos\theta$.

The sense of "proportional" needs care. The law is exact in the model below if the hopping is defined at a fixed energy, and it holds at leading order in the coupling if the hopping is a plain number. Two derivations show where the difference comes from.

## The model and the s-p matrix element

The metal orbitals $s_1$ and $s_2$ have energy $E_s$. The oxygen orbitals $p_x,p_y,p_z$ share the energy $E_p$, and $\Delta=E_s-E_p>0$. All orbitals are real, and for now orthogonal. Direct coupling between the metals is left out. Unit vectors $\mathbf n_1$ and $\mathbf n_2$ point from the oxygen to the metals, so $\mathbf n_1\cdot\mathbf n_2=\cos\theta$.

The three p orbitals have the form $p_a(\mathbf r)=r_a f(r)$, so they rotate like the components of a vector. The three numbers $\langle s_i|H|p_a\rangle$ therefore also form a vector. In the two-centre approximation, this matrix element contains only the potentials of the oxygen and of metal $i$, both taken as spherical. Nothing in it changes under a rotation about the bond, so the vector must lie along the bond:

$$\langle s_i|H|p_a\rangle=V_i n_{ia}.$$

The strength $V_i$ depends on the bond length but not on the bond direction.

## First derivation: eliminate the oxygen

Write the state as $\psi=c_1s_1+c_2s_2+\sum_a b_a p_a$. Projecting $H\psi=E\psi$ on a metal orbital and on an oxygen orbital gives

$$(E-E_s)c_i=V_i\sum_a n_{ia}b_a,$$

$$(E-E_p)b_a=\sum_j V_j n_{ja}c_j .$$

For $E\neq E_p$ the second equation can be divided by $E-E_p$ and put into the first:

$$(E-E_s)c_i=\sum_j\frac{V_iV_j}{E-E_p}\Big(\sum_a n_{ia}n_{ja}\Big)c_j .$$

The sum over $a$ is the scalar product $\mathbf n_i\cdot\mathbf n_j$. For $j=i$ it equals one, and the term is a shift $V_i^2/(E-E_p)$ of the metal level. For $j\neq i$ it equals $\cos\theta$, and the term is the hopping, defined here as the off-diagonal element of the effective Hamiltonian with no extra minus sign:

$$t(E)=\frac{V_1V_2\cos\theta}{E-E_p}.\tag{1}$$

No expansion has been made. The price is that $t$ depends on the energy of the state sought. If the coupling is weak compared with the gap, the states of interest lie near $E_s$. Setting $E=E_s$ and $V_1=V_2=V$ gives the leading-order law

$$t\approx\frac{V^2}{\Delta}\cos\theta.\tag{2}$$

The single terms of the sum show how the zero arises. Put $x$ along the bisector and $y$ across it in the plane of the bridge. Then

$$\mathbf n_{1,2}=\big(\cos\tfrac\theta2,\ \pm\sin\tfrac\theta2,\ 0\big),$$

and the three products $n_{1a}n_{2a}$ are $\cos^2(\theta/2)$, $-\sin^2(\theta/2)$ and $0$. Their sum is $\cos\theta$. At $90^\circ$ both finite terms have size one half, so two open paths interfere destructively. If instead one axis points along each bond, each in-plane orbital couples to one metal only and every term is zero. Both descriptions give the same sum.

Overlap between s and p orbitals does not spoil this. By the same rotation argument the overlap is $\langle s_i|p_a\rangle=\sigma_i n_{ia}$. The equations now contain $H-ES$, where $S$ is the overlap matrix, so every $V_i$ is replaced by $V_i-E\sigma_i$. The scalar product is untouched, and at fixed energy

$$t(E)=\frac{(V_1-E\sigma_1)(V_2-E\sigma_2)}{E-E_p}\cos\theta .$$

## Second derivation: use the mirror symmetry

Now take identical metals and equal bonds, again with orthogonal orbitals. The bridge has a mirror plane that exchanges the metals, so its states are even or odd. The metal combinations are

$$g=\frac{s_1+s_2}{\sqrt2},\qquad u=\frac{s_1-s_2}{\sqrt2}.$$

With the bisector axes used above, the even one couples only to $p_x$:

$$\langle g|H|p_x\rangle=\frac{V}{\sqrt2}\,2\cos\tfrac\theta2=\sqrt2\,V\cos\tfrac\theta2 .$$

The odd one couples only to $p_y$:

$$\langle u|H|p_y\rangle=\frac{V}{\sqrt2}\,2\sin\tfrac\theta2=\sqrt2\,V\sin\tfrac\theta2 .$$

The remaining orbital $p_z$ couples to neither. The squared couplings are $2V^2\cos^2(\theta/2)=V^2(1+\cos\theta)$ and $2V^2\sin^2(\theta/2)=V^2(1-\cos\theta)$. Each symmetry is thus a two-level problem,

$$(E-E_s)(E-E_p)=V^2(1\pm\cos\theta),\tag{3}$$

with the upper sign for even states. The upper root of each quadratic equation, which becomes the metal level when $V\to0$, is

$$E_\pm=\frac{E_s+E_p}{2}+q_\pm,\qquad q_\pm=\sqrt{\frac{\Delta^2}{4}+V^2(1\pm\cos\theta)} .$$

A model with only two metal orbitals, a common level $\varepsilon$ and a hopping $t$ has the even level $\varepsilon+t$ and the odd level $\varepsilon-t$. Matching these to $E_\pm$ gives $t=(E_+-E_-)/2=(q_+-q_-)/2$. Multiply above and below by $q_++q_-$ and use $q_+^2-q_-^2=2V^2\cos\theta$:

$$t=\frac{V^2\cos\theta}{q_++q_-}.\tag{4}$$

This hopping is a plain number, and it reproduces both upper levels. For $V\ll\Delta$, expanding the square roots gives $q_\pm\approx\Delta/2+V^2(1\pm\cos\theta)/\Delta$. Their sum is $\Delta+2V^2/\Delta$, so

$$t\approx\frac{V^2\cos\theta}{\Delta}\left(1-\frac{2V^2}{\Delta^2}\right).$$

The first factor is equation (2), reached without eliminating the oxygen. The bracket gives the first correction, relative to the leading law.

The levels also explain the sign. For $\theta>90^\circ$ the cosine is negative, and the even state is the lower of the two. Both states are pushed up by the oxygen level beneath them, but the even one is pushed less. At $180^\circ$ its coupling is zero and it stays at $E_s$, because $p_x$ is then perpendicular to both bonds, while the lobes of $p_y$ have opposite signs at the two metals and so cancel in the even combination. At $90^\circ$ both states are pushed up equally, so the splitting vanishes although each still mixes with oxygen.

## What each derivation assumes

Both derivations need spherical metal orbitals, two-centre matrix elements, a degenerate p shell and no other path between the metals. Beyond that they differ.

The first allows unequal bonds and does not use the mirror plane. Its result depends on energy, and it becomes a constant hopping only after an energy has been chosen. The second needs equal bonds, but it yields a constant hopping at any coupling strength. Its denominator contains the angle, so strict proportionality to the cosine is lost.

When $V$ is well below $\Delta$, the angular dependence of that denominator is weak, as squaring it shows:

$$(q_++q_-)^2=\frac{\Delta^2}{2}+2V^2+2\sqrt{\Big(\frac{\Delta^2}{4}+V^2\Big)^2-V^4\cos^2\theta}.$$

The angle enters only through $V^4\cos^2\theta$. The denominator is largest at $90^\circ$, where it is $\sqrt{\Delta^2+4V^2}$, and smallest at $180^\circ$.

The two results can be reconciled near $90^\circ$. Let $E_0$ be the common upper level at $90^\circ$ and $X=E_0-E_p$. Equation (3) then gives $E_0-E_s=V^2/X$. For a small cosine, put $E=E_0+\delta$ in equation (3) and keep terms linear in $\delta$:

$$\delta\left(X+\frac{V^2}{X}\right)=\pm V^2\cos\theta .$$

Hence

$$\delta=\pm Z\,t(E_0),\qquad Z=\frac{1}{1+V^2/X^2}.$$

At $90^\circ$ the ratio of oxygen to metal weight in either state is $V^2/X^2$, so $Z$ is the metal weight. Equation (4) is smaller than equation (1) taken at $E_0$ because only the metal part of the state carries the hopping.

## A worked bridge

Take $V=2$ eV and $\Delta=6$ eV. The leading scale is $V^2/\Delta=4/6=0.667$ eV. At $120^\circ$ the bisector orbital contributes $0.667\times\tfrac14=+0.167$ eV and the orbital across it $-0.667\times\tfrac34=-0.500$ eV, in total $-0.333$ eV.

For the levels at the same angle, $q_+=\sqrt{9+2}=3.317$ eV and $q_-=\sqrt{9+6}=3.873$ eV. The upper levels lie 6.317 and 6.873 eV above $E_p$, and half their difference gives $t=-0.278$ eV. The table lists the leading law, the hopping from the levels, and the hopping after the oxygen 2s orbital has been added as described below. All entries are in eV.

| Angle | Leading | Levels | With O 2s |
|---|---|---|---|
| 90° | 0.000 | 0.000 | +0.148 |
| 100° | −0.116 | −0.096 | +0.054 |
| 110° | −0.228 | −0.190 | −0.037 |
| 120° | −0.333 | −0.278 | −0.123 |
| 150° | −0.577 | −0.485 | −0.323 |
| 180° | −0.667 | −0.562 | −0.397 |

At $120^\circ$ the hopping from the levels is about 17% smaller in size than the leading law. The shape survives much better than the size. The denominator $q_++q_-$ falls only from 7.21 eV at $90^\circ$ to 7.12 eV at $180^\circ$, and the ratio of the hopping at $120^\circ$ to that at $180^\circ$ is 0.495, against 0.5 for a pure cosine.

## What moves the zero

**The oxygen 2s orbital.** This orbital is spherical, so its coupling $V_{ss}$ to each metal is independent of direction. Let it lie $\Delta_{2s}$ below the metal level. Eliminating it in the same way adds $V_{ss}^2/\Delta_{2s}$ to the leading-order hopping at every angle. With $V_{ss}=2$ eV and $\Delta_{2s}=24$ eV this is $4/24=+0.167$ eV. The total vanishes when

$$\cos\theta_0=-\frac{0.167}{0.667}=-0.25,$$

which gives $\theta_0=104.5^\circ$. Numerical diagonalization of the six-orbital matrix gives the last column of the table, and a root search on it puts the zero at $105.8^\circ$. The small difference has a simple origin. At the zero the even and odd levels coincide at some energy $E$, where

$$\cos\theta_0=-\frac{V_{ss}^2}{V^2}\,\frac{E-E_p}{E-E_{2s}} .$$

Here $E_{2s}$ is the energy of the 2s orbital. The oxygen levels push $E$ above $E_s$, and this raises the last fraction above its leading value of $6/24$.

**A split p shell.** Let the bisector orbital lie $\Delta_b$ below the metal level and the in-plane orbital across it $\Delta_t$ below. The two paths then have different denominators, and at $E=E_s$

$$t=V^2\left[\frac{\cos^2(\theta/2)}{\Delta_b}-\frac{\sin^2(\theta/2)}{\Delta_t}\right].$$

If a splitting of 0.5 eV raises the first orbital and lowers the second by equal amounts, the hopping at $90^\circ$ is $2\,(1/5.75-1/6.25)=+0.028$ eV. The opposite splitting reverses the sign.

**Potentials off the bond.** The potential of the second metal can tilt the coupling vector of the first. For identical metals and equal bonds, mirror symmetry allows the vectors $V\mathbf n_1+W\mathbf n_2$ and $V\mathbf n_2+W\mathbf n_1$, where $W$ measures the tilt. Their scalar product is $(V^2+W^2)\cos\theta+2VW$, which is $2VW$ at $90^\circ$. The size of $W$ is not estimated here.

**Direct hopping.** For a bond length $d$ the metals are $R=2d\sin(\theta/2)$ apart. With $d=0.22$ nm this is 0.311 nm at $90^\circ$ and 0.381 nm at $120^\circ$. To see whether the s orbitals reach that far, take the 5s orbital of a free In$^+$ ion from a Hartree-Fock calculation in the def2-TZVP basis with its effective core potential. This level omits electron correlation, and the free ion omits the surrounding oxide. Two copies of the orbital overlap by 0.18 at the shorter distance and by 0.08 at the longer one. Larger basis sets lower both values by about 0.006, to 0.17 and 0.075. The choice of orbital matters more: the PBE functional gives 0.15 and 0.06, and the more compact 5s orbital of In$^{2+}$ or In$^{3+}$, closer to the formal charge in the oxide, gives 0.12 to 0.13 and 0.05. In every case the overlaps are not negligible. A rough energy scale for direct hopping is $\hbar^2/(mR^2)$, with $m$ the free-electron mass: 0.79 eV and 0.52 eV at the two distances. This is a dimensional estimate and fixes neither the sign nor the value. Together with the overlaps, it suggests that the direct path may rival or exceed the 0.333 eV of the leading-order bridge at $120^\circ$. For two bare In$^+$ ions, half the Hartree-Fock splitting of the 5s levels in the smaller def2-SVP basis corresponds to a hopping of about $-1.6$ eV at the shorter distance and $-0.7$ eV at the longer one, a faster fall than $1/R^2$. The more compact 5s orbital of a more highly charged ion would be expected to give less. The direct path should not be dropped without a calculation for the material at hand.

## Disorder and real oxides

In an amorphous network the angle varies from bridge to bridge. Hold the bond lengths fixed and let $\theta=\bar\theta+\eta$, where $\eta$ is Gaussian with zero mean and standard deviation $w$ in radians. Since $\langle\sin\eta\rangle=0$ and $\langle\cos\eta\rangle=e^{-w^2/2}$, the leading law averages to

$$\langle t\rangle=\frac{V^2}{\Delta}\cos\bar\theta\;e^{-w^2/2}.$$

For small $w$ the derivative of the cosine gives a standard deviation of about $(V^2/\Delta)\,|\sin\bar\theta|\,w$. With $\bar\theta=120^\circ$ and $w=10^\circ=0.175$ rad, the mean is $-0.328$ eV. The linear estimate of the spread is $0.667\times0.866\times0.175=0.101$ eV, and numerical integration over the distribution gives 0.100 eV, about 30% of the size of the mean. Around $180^\circ$ the linear term vanishes, so straight bridges are the least sensitive to small bends. Around $90^\circ$ the mean is zero but the spread is not: individual bridges still carry hopping, of either sign.

The example is motivated by indium-based amorphous oxides such as indium gallium zinc oxide, where metal s orbitals contribute strongly to the conduction band. A bond length near 0.22 nm is typical of indium and oxygen; the energies are round numbers chosen for illustration and are not fitted to any material. Real oxides break the assumption of a single p-mediated path. In this example the 2s orbital alone changes the hopping at $120^\circ$ from $-0.278$ to $-0.123$ eV, and direct hopping may change it by several tenths of an eV. The cosine law therefore describes only the p-mediated part of the hopping. An oxygen in such a network may also join more than two metals. The law then still holds for each pair at fixed energy, but a constant hopping follows it only at leading order in the coupling. A bridge angle of $90^\circ$ does not by itself imply that the metals are disconnected, and the 30% spread should not be read as the spread of the total hopping.
